# Why a weak field cools a Kittel antiferroelectric

## A field at which the answer can be seen

Take a crystal cell with two dipoles, $p_a$ and $p_b$, both directed along one axis. Their interaction favours opposite signs. Without a field they are $p_a=l_0$ and $p_b=-l_0$. A field $E$ along the axis supports the first dipole and opposes the second. In Kittel's model the free energy per cell is

$$F=f(p_a^2+p_b^2)+g\,p_ap_b+h(p_a^4+p_b^4)-E(p_a+p_b),$$

with $g>0$ and $h>0$. I use atomic units and write $\theta=k_BT$ for the temperature as an energy, so that entropy is counted in units of $k_B$. The coefficient $f$ rises with temperature at the constant rate $\lambda=df/d\theta>0$, while $g$ and $h$ are constant for now.

Setting the derivatives of $F$ with respect to $p_a$ and $p_b$ to zero gives

$$2fp_a+4hp_a^3=E-g\,p_b,\qquad 2fp_b+4hp_b^3=E-g\,p_a .$$

Each dipole responds to a local field, which is the applied field plus the field of its partner. At $E=0$ the dipole $p_a$ feels $-gp_b=gl_0$. Now choose $E=gl_0$ and try $p_a=l_0$, $p_b=0$. The first dipole again feels $gl_0$, now from outside instead of from its partner, so it keeps its size. The second feels $E-gl_0=0$ and can vanish. Both equations hold.

At this field one sublattice is as ordered as before and the other has lost its order. The field has polarized the crystal and yet made the dipoles, taken together, less ordered. This state is the equilibrium one when $g/3<f<g/2$, as shown below.

The entropy makes this quantitative. At a minimum the first derivatives of $F$ with respect to the dipoles vanish, so only the explicit temperature dependence contributes to $S=-dF/d\theta$:

$$S=-\lambda(p_a^2+p_b^2),$$

apart from a part independent of the field. Each sublattice contributes $-\lambda p^2$: a larger average dipole means less entropy. At $E=gl_0$ the first contribution is unchanged and the second has risen by $\lambda l_0^2$.

## From this field to all weaker ones

Separate the uniform and antipolar parts,

$$m=\frac{p_a+p_b}{2},\qquad l=\frac{p_a-p_b}{2},\qquad p_a=m+l,\quad p_b=m-l .$$

Then $p_a^2+p_b^2=2(m^2+l^2)$ and $p_ap_b=m^2-l^2$. In the fourth powers the odd terms cancel, leaving $p_a^4+p_b^4=2(l^4+6l^2m^2+m^4)$. Therefore

$$F=(2f-g)l^2+(2f+g)m^2+2h(l^4+6l^2m^2+m^4)-2Em .$$

The derivative with respect to $l$, divided by $2l$, gives for $l\ne0$

$$2f-g+4hl^2+12hm^2=0 .$$

At zero field $m=0$, so $l_0^2=(g-2f)/(4h)$. Antipolar order thus requires $f<g/2$, and the ordering temperature is where $f=g/2$. In a field,

$$l^2=l_0^2-3m^2 .$$

This is the central relation: uniform polarization destroys antipolar order, and $l^2$ falls three times as fast as $m^2$ grows. The entropy, $S=-2\lambda(l^2+m^2)$, then changes at fixed temperature by

$$\Delta S=\underbrace{-2\lambda m^2}_{\text{uniform polarization}}+\underbrace{6\lambda m^2}_{\text{lost antipolar order}}=4\lambda m^2>0 .$$

The familiar argument that a field aligns dipoles and lowers their entropy is present as the first term. It would decide the sign if $l$ were held fixed. The second term, which exists because there is antipolar order to lose, is three times larger.

It remains to find $m$. The derivative of $F$ with respect to $m$, divided by 2, gives $(2f+g)m+12hl^2m+4hm^3=E$. Insert $l^2=l_0^2-3m^2$ and use $12hl_0^2=3(g-2f)$. The linear coefficient becomes $2f+g+3g-6f=4(g-f)$ and the cubic one $4h-36h=-32h$:

$$E=4(g-f)m-32hm^3 .$$

For a weak field $m=E/[4(g-f)]$, and

$$\Delta S=\frac{\lambda E^2}{4(g-f)^2} .$$

The effect is quadratic in the field. It must be even, because reversing $E$ merely exchanges the roles of the two sublattices.

## Why the losing sublattice loses more

The separate entropy changes follow from $p_a^2=l^2+m^2+2lm$ and $l^2+m^2=l_0^2-2m^2$:

$$\Delta S_a=2\lambda(m^2-lm),\qquad \Delta S_b=2\lambda(m^2+lm).$$

For a weak field the terms in $lm$ dominate. The parallel sublattice loses entropy and the antiparallel one gains it, and to first order in $E$ the two cancel. It is the sum that rises, not the entropy of each sublattice.

The remainder comes from the cubic restoring force $4hp^3$, which stiffens as a dipole grows. The dipole that the field enlarges meets increasing resistance; the one that it shrinks meets decreasing resistance. To see the size of this effect, put $l=l_0-d$ with $d$ of second order in the field. The condition for $l$ becomes, to that order, $-8hl_0d+12hm^2=0$, so

$$d=\frac{3m^2}{2l_0} .$$

Thus $p_a$ grows by $m-d$ while $|p_b|$ shrinks by $m+d$. The difference, $2d=3m^2/l_0$, is the net loss of order that outweighs the cost of uniform polarization.

The same conclusion follows from thermodynamics. Since $dF=-S\,d\theta-P\,dE$, with $P=2m$ the dipole of the cell, $(\partial S/\partial E)_\theta=(\partial P/\partial\theta)_E$. For weak fields $P=\chi E$ with $\chi=1/[2(g-f)]$. This susceptibility grows on heating towards the ordering temperature, because $f$ grows. Integrating over the field gives $\Delta S=\tfrac12E^2\,d\chi/d\theta$, which is the result above. Warmer antipolar order yields more easily to the field, and that is the same fact as the entropy gain.

## From entropy to cooling

At constant temperature the crystal absorbs the heat $\theta\Delta S$ from its surroundings. If it is isolated and the field is applied slowly, the total entropy is constant, and the lattice vibrations must supply what the dipoles gain. Let the lattice have heat capacity $C_{\rm lat}$. The dipoles have a heat capacity too: at zero field $S=-2\lambda l_0^2$, and $dl_0^2/d\theta=-\lambda/(2h)$, so

$$C_{\rm dip}=\theta\frac{dS}{d\theta}=\frac{\lambda^2\theta}{h} .$$

For a weak field, and so a small temperature change, entropy balance reads $\Delta S+(C_{\rm lat}+C_{\rm dip})\Delta\theta/\theta=0$, hence

$$\Delta\theta=-\frac{\theta\,\Delta S}{C_{\rm lat}+C_{\rm dip}}<0 .$$

Above the ordering temperature $l=0$ and the compensating term is absent. Then $\Delta S=-2\lambda m^2$, and the crystal warms. At the ordering temperature itself $f=g/2$, and the weak-field polarization is $m=E/(2g)$ from either side. The weak-field entropy change therefore jumps from $+4\lambda m^2$ just below to $-2\lambda m^2$ just above, a ratio of $+2$ to $-1$. This sharp reversal belongs to the mean-field free energy, in which no antipolar order of any range survives above the ordering temperature.

## What the entropy counts

So far $-\lambda p^2$ has been called an entropy because it follows from $F$. A microscopic picture shows what it counts. Let each dipole take the values $\pm\mu$, with mean $\mu x$. The probabilities are $(1\pm x)/2$, and the entropy per dipole is

$$s(x)=-\frac{1+x}{2}\ln\frac{1+x}{2}-\frac{1-x}{2}\ln\frac{1-x}{2}=\ln2-\frac{x^2}{2}-\frac{x^4}{12}-\dots$$

With a coupling $J\ge0$ within a sublattice and $K>0$ between sublattices, the mean-field free energy is

$$F=-\frac J2(x_a^2+x_b^2)+Kx_ax_b-\mu E(x_a+x_b)-\theta[s(x_a)+s(x_b)] .$$

Put $x=p/\mu$ and stop at the fourth power. Comparison with Kittel's form gives

$$f=\frac{\theta-J}{2\mu^2},\quad \lambda=\frac1{2\mu^2},\quad g=\frac K{\mu^2},\quad h=\frac{\theta}{12\mu^4} .$$

The condition $f=g/2$ gives the ordering temperature $\theta_N=J+K$. Here $\lambda p^2=x^2/2$ is the leading reduction of orientational entropy.

The coefficient $h$ now depends on temperature. To see whether this matters, let $g$ and $h$ have slopes $g'$ and $h'$. The entropy acquires $-g'(m^2-l^2)-2h'(l^4+6l^2m^2+m^4)$. On the antipolar branch $m^2-l^2=4m^2-l_0^2$. In the second bracket, $l^4=l_0^4-6l_0^2m^2+9m^4$ and $6l^2m^2=6l_0^2m^2-18m^4$, so the bracket equals $l_0^4-8m^4$. Hence

$$\Delta S=4(\lambda-g')m^2+16h'm^4 .$$

The slope of $h$ does not enter at order $E^2$. Near $\theta_N$, and as long as the field keeps the dipoles small, the entropy $-h'(p_a^4+p_b^4)$ is small beside $-\lambda(p_a^2+p_b^2)$. The fractional change of $h$ is small there too, so to leading order $h$ may be frozen at its value at $\theta_N$. The slope of $g$ does enter. The inverse effect at weak field requires $g'<\lambda$. Antipolar order melts on heating if $g-2f$ falls, which requires the weaker condition $g'<2\lambda$. For $\lambda<g'<2\lambda$ the crystal is an antiferroelectric that disorders on heating and still warms in a weak field. Antipolar order alone does not guarantee the inverse effect.

For the two-state dipoles $g'=0$, and the sign can be followed without truncating $s(x)$. Since $s'(x)=-\operatorname{artanh}x$, equilibrium requires $\theta\operatorname{artanh}x_a=\mu E+Jx_a-Kx_b$, and likewise with $a$ and $b$ exchanged. At zero field $x_a=-x_b=x_0$ and $\theta\operatorname{artanh}x_0=\theta_Nx_0$. With $y=\theta_Nx_0/\theta$ this becomes $x_0=\tanh y$ and $\theta/\theta_N=\tanh y/y$.

A weak field shifts both $x_a$ and $x_b$ by the same $\delta$. Linearizing, with $u=(1-x_0^2)/\theta$,

$$\frac\delta u=\mu E+(J-K)\delta\quad\Rightarrow\quad\chi=\frac{2\mu\delta}{E}=\frac{2\mu^2u}{1+(K-J)u} .$$

From $\Delta S=\tfrac12E^2d\chi/d\theta$,

$$\Delta S=\frac{\mu^2E^2}{[1+(K-J)u]^2}\frac{du}{d\theta},\qquad u=\frac{2y}{\theta_N\sinh2y} .$$

The function $u$ falls as $y$ grows, since $\sinh z/z=1+z^2/6+\dots$ increases. Also $y$ falls on heating, since $\tanh y/y$ has a derivative proportional to $2y-\sinh2y<0$. Therefore $du/d\theta>0$, and within mean field the weak-field effect is inverse at every nonzero temperature below $\theta_N$.

Two limits are useful. As $\theta\to0$, $y\approx\theta_N/\theta$ becomes large and $u$ is exponentially small: almost fully ordered dipoles hardly respond, and the effect disappears. Near $\theta_N$, $y^2\approx3(1-\theta/\theta_N)$ and $\theta_Nu\approx1-2y^2/3$, so $du/d\theta\to2/\theta_N^2$. The denominator tends to $(2K/\theta_N)^2$, and $\Delta S\to\mu^2E^2/(2K^2)$. Kittel's law gives the same value with $g-f=g/2=K/(2\mu^2)$. The field must be taken small first, so that $m^2\ll l_0^2$.

## Where the antipolar state ends

For each $m$, the lowest $F$ has $l^2=l_0^2-3m^2$ if this is positive and $l=0$ otherwise. With $l$ so chosen, the slope of the field-free energy with respect to $m$ is $2E(m)$. If $E(m)$ increases throughout, that energy is convex and each field has one equilibrium state, apart from an exchange of the two sublattices.

On the antipolar branch $dE/dm=4(g-f)-96hm^2$. The branch ends at $m_c^2=l_0^2/3$, where $96hm_c^2=8(g-2f)$. The slope stays positive up to there if $f>g/3$. Beyond it, $E=(2f+g)m+4hm^3$ increases as well. This establishes the equilibrium claimed for the opening example. The antipolar order vanishes continuously at

$$E_c=m_c\left[4(g-f)-\tfrac83(g-2f)\right]=\frac43(f+g)\frac{l_0}{\sqrt3} .$$

Beyond $E_c$ nothing is left to disorder, and $\Delta S=2\lambda(l_0^2-m^2)$ falls as the field grows. It returns to zero at $m=l_0$, where $E_0=(2f+g)l_0+4hl_0^3=2gl_0$, twice the field of the opening example.

If $f<g/3$, the slope $dE/dm$ vanishes earlier, at $m_s^2=(g-f)/(24h)$. The branch then loses stability at

$$E_s=m_s\left[4(g-f)-\tfrac43(g-f)\right]=\frac83(g-f)m_s ,$$

and the equilibrium jump to the polar state comes before this limit. As long as the crystal stays on the antipolar branch, $\Delta S=4\lambda m^2$ still holds. The boundary $f=g/3$ is a property of the quartic polynomial. For the two-state dipoles it would lie at $\theta=J+2K/3$, where the dipoles are small only if $K\ll J$. With $J=0.01$ eV and $K=0.03$ eV, for example, the polynomial jumps at $\theta=0.028$ eV, while the untruncated model still loses its antipolar order continuously.

## Numbers

The equations hold unchanged with energies in eV, dipoles in $e$Å and fields in V/Å. Take the round values $\mu=2$ $e$Å, $J=0.01$ eV, $K=0.03$ eV and $C_{\rm lat}=30$ per cell. They represent no particular material. The fields used below, 0.002 to 0.012 V/Å, are 200 to 1200 kV/cm; the upper part of this range exceeds what bulk ceramics usually withstand and is reached mainly in thin films. At $\theta=0.038$ eV, just below $\theta_N=0.040$ eV, the coefficients are $\lambda=0.125$, $f=0.0035$, $g=0.0075$ and $h=2.083\times10^{-4}$ in the corresponding units, with $h$ frozen at $\theta_N$. Then $l_0^2=0.0005/(8.333\times10^{-4})=0.60$ and $l_0=0.775$ $e$Å.

For $E=0.002$ V/Å the weak-field formula gives $m=0.002/(4\times0.004)=0.125$ $e$Å; the full solution is 0.126. The parallel dipole gains 0.095 $e$Å and the antiparallel one loses 0.157 $e$Å. The difference, 0.063, agrees with the estimate $3m^2/l_0=0.061$ to that order. The sublattice entropies change by $-0.0194$ and $+0.0273$, a net gain of 0.0079. Divided the other way, uniform polarization costs 0.0040 and lost antipolar order returns 0.0119.

The dipolar heat capacity is $0.125^2\times0.038/(2.083\times10^{-4})=2.85$. With $\theta$ equivalent to 441 K, the temperature change is $-441\times0.00792/32.85=-0.106$ K, or $-9.2\times10^{-6}$ eV, in agreement with the direct solution of the entropy balance.

The untruncated two-state model gives $\Delta S=0.0093$ at the same field. Kittel's polynomial is about 15% lower relative to that value, even at 5% below $\theta_N$. The sign is secure in both, but the size of the entropy gain, and so of the cooling, cannot be trusted to better than this difference. Mean field also omits correlated fluctuations. Short-range antipolar order above the ordering temperature can be lost to the field as well: for two-state dipoles on a square lattice with nearest-neighbour coupling the weak-field effect stays inverse up to about 1.5 times the ordering temperature. The model also has no strain or domains.

The field scan in the numerical output shows $l$ vanishing beyond $E_c=0.0066$ V/Å and heating at 0.012 V/Å, beyond $E_0=0.0116$ V/Å. It also shows something less obvious. From 0.006 to 0.008 V/Å the entropy gain falls from 0.081 to 0.076, yet the cooling grows from 1.08 to 1.12 K.

The reason is the heat capacity in the field. Imagine the field applied at constant temperature, followed by cooling at fixed field. In the polar state, differentiating $(2f+g)m+4hm^3=E$ at fixed $E$ gives $dm/d\theta=-2\lambda m/(2f+g+12hm^2)$, so the dipoles contribute

$$C_E=\theta\frac{d(-2\lambda m^2)}{d\theta}=\frac{8\lambda^2m^2\theta}{2f+g+12hm^2} .$$

At 0.008 V/Å, $m^2=l_0^2-\Delta S/(2\lambda)=0.294$, which gives $C_E\approx0.09$, far below the 2.85 of the zero-field antipolar state. The estimate $-441\times0.0764/30.09=-1.12$ K reproduces the scan. With the antipolar order gone, the dipoles release little entropy on cooling, and the lattice must supply nearly all of the gain. At 0.006 V/Å the crystal is still antipolar, with $S=-2\lambda l_0^2+4\lambda m^2$. On heating at fixed field the first term contributes the heat capacity 2.85, and the second adds to it because $m$ grows with $f$. There the same entropy gain would cool the crystal less.

The comparison of these two fields is sensitive to the truncation. In the polynomial with $h=\theta/(12\mu^4)$ the gain would rise, from 0.082 to 0.087. In the untruncated two-state model it falls more steeply, from 0.082 to 0.073, and the cooling shrinks from 1.10 to 1.07 K. What carries over is the heat-capacity argument: per unit of entropy gained, the polar state cools more than the antipolar one.

## Calculated quantities

```
dipole size mu = 2.0 e*angstrom
couplings J = 0.010 eV, K = 0.030 eV
ordering temperature theta_N = 0.040 eV
working temperature theta = 0.038 eV = 441.0 K
applied field E = 0.0020 V/angstrom
lattice heat capacity = 30.0 k_B per cell
lam = 0.1250 1/(e*angstrom)^2
f = 0.003500 eV/(e*angstrom)^2
g = 0.007500 eV/(e*angstrom)^2
h = 2.0833e-04 eV/(e*angstrom)^4
zero-field l0 = 0.77460 e*angstrom
in field: pa = 0.86913, pb = -0.61747 e*angstrom
in field: m = 0.12583, l = 0.74330 e*angstrom
gain of pa = 0.09454 e*angstrom
loss of |pb| = 0.15712 e*angstrom
entropy change, parallel sublattice = -0.01942 k_B
entropy change, antiparallel sublattice = 0.02734 k_B
part from uniform polarization = -0.00396 k_B
part from lost antipolar order = 0.01187 k_B
total dS = 0.00792 k_B per cell
weak-field law for dS = 0.00781 k_B per cell
two-state mean field, untruncated dS = 0.00928 k_B per cell
dipolar heat capacity = 2.850 k_B per cell
adiabatic change = -9.1514e-06 eV = -0.1062 K
weak-field law for it = -9.0373e-06 eV = -0.1049 K
antipolar order ends at E_c = 0.00656 V/angstrom
dS returns to zero at E_0 = 0.01162 V/angstrom
field scan: E (V/angstrom), l (e*angstrom), dS (k_B), dT (K)
  0.002  0.7433  +0.00792  -0.1062
  0.004  0.6338  +0.03304  -0.4422
  0.006  0.3391  +0.08084  -1.0761
  0.008  0.0000  +0.07641  -1.1183
  0.010  0.0000  +0.03704  -0.5416
  0.012  0.0000  -0.00934  +0.1364
discontinuous case: J = 0.030 eV, K = 0.010 eV, theta = 0.036 eV
  stability limit E_s = 0.00276 V/angstrom
  dS at 0.98 E_s = 0.13620 k_B per cell
```
